# Why relaxor strain can be large with little hysteresis: test program

```python
"""Result under test: a relaxor without remanence has the reversible strain
S = Q P^2, which is about 0.16 percent for P = 0.25 C/m^2, Q = 0.025 m^4/C^2.
P polarization, E field, Q longitudinal electrostriction, sigma tensile stress.
Free energy: G = a P^2/2 + b P^4/4 - E P - Q sigma P^2 - s sigma^2/2.
Kinetics: gamma dP/dt = E - a P - b P^3. SI units inside, engineering in print.
A ferroelectric (a < 0) with the same Q and peak point serves as comparison.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

KV_CM = 1e5                  # V/m in one kV/cm
Q = 0.025                    # m^4/C^2, longitudinal
Q_trans = -0.010             # m^4/C^2, transverse, rough
P_peak = 0.25                # C/m^2
eps_r = 15000.0              # rough low-field relative permittivity
b = 1.4e8                    # V m^5/C^3
young = 1.0e11               # Pa, rough
tau = 1.0e-4                 # s, model relaxation time at low field
a = 1 / (epsilon_0 * eps_r)
gamma = a * tau
E_peak = a * P_peak + b * P_peak**3
S_peak = Q * P_peak**2


def polarization(field, stress=0.0, linear=a):
    """Equilibrium relaxor polarization for a non-negative field."""
    return brentq(lambda p: (linear - 2*Q*stress)*p + b*p**3 - field,
                  0.0, 1.0, xtol=1e-14)


def minimum(field, stress):
    """Numerical minimum of the free energy: returns (P, G)."""
    def energy(p):
        return (a*p**2/2 + b*p**4/4 - field*p - Q*stress*p**2
                - stress**2/(2*young))
    res = minimize_scalar(energy, bounds=(0.0, 0.6), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, res.fun


# Strain from its definition, as a stress derivative of the minimum energy
d_sig = 1e6
S_def = -(minimum(E_peak, d_sig)[1] - minimum(E_peak, -d_sig)[1])/(2*d_sig)
assert abs(S_def/S_peak - 1) < 1e-4
assert abs(S_peak*100 - 0.16) < 0.005

# Local exponent of strain against field
def exponent(field):
    p = polarization(field)
    return 2*field/(p*(a + 3*b*p**2))


for field in (1e3, 1e6, E_peak):
    up, down = polarization(field*1.0001), polarization(field*0.9999)
    numeric = 2*np.log(up/down)/np.log(1.0001/0.9999)
    assert abs(numeric - exponent(field)) < 1e-5

# Ferroelectric with remanence P_r that passes through the same peak point
P_r = 0.20
b_f = E_peak/P_peak/(P_peak**2 - P_r**2)
a_f = -b_f*P_r**2
E_c = 2*abs(a_f)*P_r/(3*np.sqrt(3))
S_f_stroke = Q*(P_peak**2 - P_r**2)


def count_states(linear, cubic, field):
    roots = np.roots([cubic, 0.0, linear, -field])
    return int(np.sum(np.abs(roots.imag) < 1e-9))


assert all(count_states(a, b, f*E_peak) == 1 for f in np.linspace(-1, 1, 41))
assert count_states(a_f, b_f, 0.98*E_c) == 3
assert count_states(a_f, b_f, 1.02*E_c) == 1


def cycle(linear, cubic, freq, start):
    """Second bipolar sine cycle: strains at +half peak field (rising,
    falling) and the energy lost per cycle, the integral of E dP."""
    period = 1/freq

    def rhs(t, y):
        field = E_peak*np.sin(2*np.pi*freq*t)
        rate = (field - linear*y[0] - cubic*y[0]**3)/gamma
        return [rate, field*rate]
    marks = np.array([0, 1, 1 + 1/12, 1 + 5/12, 2])*period
    y, states = [start, 0.0], []
    for t0, t1 in zip(marks[:-1], marks[1:]):
        sol = solve_ivp(rhs, (t0, t1), y, method="LSODA", rtol=1e-9,
                        atol=[1e-11, 1e-3], max_step=period/400)
        assert sol.success
        y = sol.y[:, -1]
        states.append(y.copy())
    return (Q*states[1][0]**2, Q*states[2][0]**2,
            states[3][1] - states[0][1])


freqs = (1.0, 10.0, 100.0)
relaxor = {f: cycle(a, b, f, 0.0) for f in freqs}
ferro = {f: cycle(a_f, b_f, f, P_r) for f in (1.0, 10.0)}
gap = {f: relaxor[f][1] - relaxor[f][0] for f in freqs}
P_half = polarization(E_peak/2)
k_half = a + 3*b*P_half**2
E_rate = 2*np.pi*10.0*E_peak*np.cos(np.pi/6)
gap_formula = 4*Q*P_half*gamma*E_rate/k_half**2
assert abs(gap[10.0]/gap_formula - 1) < 0.02   # higher orders in the rate
assert abs(gap[10.0]/gap[1.0]/10 - 1) < 0.03
assert abs(relaxor[10.0][2]/relaxor[1.0][2]/10 - 1) < 0.03
loss_static = 1.5*b_f*P_r**4
# a finite rate delays the jump slightly, so the loss lies just above the limit
assert 1.0 < ferro[1.0][2]/loss_static < 1.03
assert ferro[1.0][2] < ferro[10.0][2] < 1.2*ferro[1.0][2]
gap_f = ferro[1.0][1] - ferro[1.0][0]

# Local dipoles of fixed length P_loc, freely rotating, in thermal equilibrium
P_loc = 0.40


def angular_means(x):
    norm = quad(lambda c: np.exp(x*c), -1, 1, epsabs=1e-13)[0]
    first = quad(lambda c: c*np.exp(x*c), -1, 1, epsabs=1e-13)[0]/norm
    second = quad(lambda c: c*c*np.exp(x*c), -1, 1, epsabs=1e-13)[0]/norm
    return first, second


x_rot = brentq(lambda x: angular_means(x)[0] - P_peak/P_loc, 0.1, 20)
c1, c2 = angular_means(x_rot)
S_rot = P_loc**2*(Q*(c2 - 1/3) + Q_trans*((1 - c2) - 2/3))
L_rot = 1/np.tanh(x_rot) - 1/x_rot
S_rot_formula = (Q - Q_trans)*P_loc**2*(2/3 - 2*L_rot/x_rot)
assert abs(S_rot/S_rot_formula - 1) < 1e-7
m1, m2 = angular_means(0.02)
assert abs((m2 - 1/3)/m1**2 - 0.4) < 1e-3
# Regions that can only flip between +P_loc and -P_loc
prob_up = (1 + P_peak/P_loc)/2
mean_sq = prob_up*P_loc**2 + (1 - prob_up)*(-P_loc)**2
S_flip = Q*(mean_sq - P_loc**2)

# Neglected effects at the peak field
preload = -20e6
P_load = polarization(E_peak, stress=preload)
assert abs(minimum(E_peak, preload)[0]/P_load - 1) < 1e-5
S_load = Q*P_load**2
eps_off = 10000.0
P_off = polarization(E_peak, linear=1/(epsilon_0*eps_off))
S_off = Q*P_off**2
S_maxwell = 0.5*E_peak*(P_peak + epsilon_0*E_peak)/young
heat_capacity = 3.0e6        # J/(m^3 K), rough
heating = relaxor[100.0][2]*100.0/heat_capacity
E_break = 100*KV_CM          # rough ceramic strength
layer = 100e-6               # m

print("INPUTS")
print(f"polarization P = {P_peak:.2f} C/m^2 = {P_peak*100:.0f} uC/cm2")
print(f"Q longitudinal = {Q:.3f}, transverse = {Q_trans:.3f} m^4/C^2")
print(f"relative permittivity = {eps_r:.0f}; b = {b:.2e} V m^5/C^3")
print(f"a = {a:.3e} V m/C; relaxation time = {tau*1e6:.0f} us")
print(f"gamma = {gamma:.1f} V m s/C")
print("MAIN RESULT")
print(f"strain Q P^2 = {S_peak:.7f} = {S_peak*100:.3f} %")
print(f"strain from energy derivative = {S_def*100:.5f} %")
print(f"field needed = {E_peak/KV_CM:.1f} kV/cm")
print(f"  linear part {a*P_peak/KV_CM:.1f}, cubic part "
      f"{b*P_peak**3/KV_CM:.1f} kV/cm")
print(f"100 um layer: stroke {S_peak*layer*1e9:.0f} nm at "
      f"{E_peak*layer:.0f} V")
print(f"strain per field = {S_peak/E_peak*1e12:.0f} pm/V")
print("RELAXOR CURVE: E (kV/cm), P (uC/cm2), strain (%), exponent")
for field in (5*KV_CM, 10*KV_CM, 20*KV_CM, 30*KV_CM, E_peak):
    p = polarization(field)
    print(f"  {field/KV_CM:5.1f}  {p*100:6.2f}  {Q*p*p*100:.4f}"
          f"  {exponent(field):.2f}")
print("FERROELECTRIC WITH THE SAME PEAK POINT")
print(f"remanent P = {P_r*100:.0f} uC/cm2; switching field = "
      f"{E_c/KV_CM:.1f} kV/cm")
print(f"a = {a_f:.3e} V m/C; b = {b_f:.3e} V m^5/C^3")
print(f"strain held at zero field = {Q*P_r**2*100:.3f} %")
print(f"unipolar stroke = {S_f_stroke*100:.4f} %; relaxor/ferro = "
      f"{S_peak/S_f_stroke:.2f}")
print("BIPOLAR CYCLES, strain read at half the peak field")
print(f"half field = {E_peak/2/KV_CM:.1f} kV/cm; relaxor P there = "
      f"{P_half*100:.2f} uC/cm2")
for f in freqs:
    print(f"relaxor {f:.0f} Hz: gap/peak strain = {gap[f]/S_peak*100:.3f} %"
          f", loss = {relaxor[f][2]/1e3:.2f} kJ/m^3")
print(f"gap/peak by first-order formula, 10 Hz = "
      f"{gap_formula/S_peak*100:.3f} %")
print(f"ferro 1 Hz: rising {ferro[1.0][0]*100:.3f} %, falling "
      f"{ferro[1.0][1]*100:.3f} % strain")
print(f"ferro 1 Hz: gap/peak strain = {gap_f/S_peak*100:.1f} %")
for f in (1.0, 10.0):
    print(f"ferro {f:.0f} Hz: loss = {ferro[f][2]/1e3:.0f} kJ/m^3")
print(f"ferro slow-drive limit of loss = {loss_static/1e3:.0f} kJ/m^3")
print("LOCAL DIPOLES, same mean polarization")
print(f"local P = {P_loc*100:.0f} uC/cm2; x = {x_rot:.3f}; "
      f"mean cos^2 = {c2:.4f}")
print(f"rotating: strain = {S_rot*100:.4f} %, apparent Q = "
      f"{S_rot/P_peak**2:.4f} m^4/C^2")
print(f"flipping only: strain change = {abs(S_flip)*100:.4f} %")
print("NEGLECTED EFFECTS AT THE PEAK FIELD")
print(f"preload {-preload/1e6:.0f} MPa: stroke = {S_load*100:.4f} %, change "
      f"{(S_load/S_peak - 1)*100:.1f} %")
print(f"permittivity {eps_off:.0f}: strain = {S_off*100:.4f} %, change "
      f"{(S_off/S_peak - 1)*100:.1f} %")
print(f"Maxwell-stress strain scale = {S_maxwell*100:.5f} % "
      f"(modulus {young/1e9:.0f} GPa)")
print(f"self-heating at 100 Hz, no cooling = {heating:.2f} K/s")
print(f"  with heat capacity {heat_capacity/1e6:.0f} MJ/(m^3 K)")
print(f"field / rough breakdown field ({E_break/KV_CM:.0f} kV/cm) = "
      f"{E_peak/E_break:.2f}")
print("all assertions hold")
```

It prints:

```
INPUTS
polarization P = 0.25 C/m^2 = 25 uC/cm2
Q longitudinal = 0.025, transverse = -0.010 m^4/C^2
relative permittivity = 15000; b = 1.40e+08 V m^5/C^3
a = 7.529e+06 V m/C; relaxation time = 100 us
gamma = 752.9 V m s/C
MAIN RESULT
strain Q P^2 = 0.0015625 = 0.156 %
strain from energy derivative = 0.15625 %
field needed = 40.7 kV/cm
  linear part 18.8, cubic part 21.9 kV/cm
100 um layer: stroke 156 nm at 407 V
strain per field = 384 pm/V
RELAXOR CURVE: E (kV/cm), P (uC/cm2), strain (%), exponent
    5.0    6.20  0.0096  1.76
   10.0   10.88  0.0296  1.47
   20.0   17.16  0.0736  1.17
   30.0   21.46  0.1152  1.04
   40.7   25.00  0.1562  0.96
FERROELECTRIC WITH THE SAME PEAK POINT
remanent P = 20 uC/cm2; switching field = 22.3 kV/cm
a = -2.894e+07 V m/C; b = 7.235e+08 V m^5/C^3
strain held at zero field = 0.100 %
unipolar stroke = 0.0562 %; relaxor/ferro = 2.78
BIPOLAR CYCLES, strain read at half the peak field
half field = 20.3 kV/cm; relaxor P there = 17.34 uC/cm2
relaxor 1 Hz: gap/peak strain = 0.046 %, loss = 1.37 kJ/m^3
relaxor 10 Hz: gap/peak strain = 0.456 %, loss = 13.74 kJ/m^3
relaxor 100 Hz: gap/peak strain = 4.617 %, loss = 136.32 kJ/m^3
gap/peak by first-order formula, 10 Hz = 0.456 %
ferro 1 Hz: rising 0.051 %, falling 0.131 % strain
ferro 1 Hz: gap/peak strain = 51.3 %
ferro 1 Hz: loss = 1753 kJ/m^3
ferro 10 Hz: loss = 1812 kJ/m^3
ferro slow-drive limit of loss = 1736 kJ/m^3
LOCAL DIPOLES, same mean polarization
local P = 40 uC/cm2; x = 2.588; mean cos^2 = 0.5171
rotating: strain = 0.1029 %, apparent Q = 0.0165 m^4/C^2
flipping only: strain change = 0.0000 %
NEGLECTED EFFECTS AT THE PEAK FIELD
preload 20 MPa: stroke = 0.1472 %, change -5.8 %
permittivity 10000: strain = 0.1243 %, change -20.5 %
Maxwell-stress strain scale = 0.00051 % (modulus 100 GPa)
self-heating at 100 Hz, no cooling = 4.54 K/s
  with heat capacity 3 MJ/(m^3 K)
field / rough breakdown field (100 kV/cm) = 0.41
all assertions hold
```
